# Vacuum Potential Step across a Ferroelectric Bilayer

## Problem

Two atomic layers are stacked so that the bilayer carries an electric dipole perpendicular to its plane. The dipole per area is $p=2\ \mathrm{pC/m}$. It is the total dipole of the relaxed charge distribution: the response of the electrons to the internal field is already included. The bilayer is neutral, free-standing, and very wide compared with the heights at which its potential is read. No external field is applied.

Let $z$ be the height, with $+z$ along the dipole, which points from negative to positive charge.

1. Show that the potential is constant in the vacuum on each side, and calculate the difference between the two constants. Which side is higher, and what does this mean for an electron leaving the layer?
2. Does the answer depend on the thickness of the bilayer or on its permittivity?
3. The bilayer now lies on a grounded conductor. Wide domains with dipoles $+p$ and $-p$ sit side by side. By how much do the potentials above them differ?
4. Take a layer spacing of 0.33 nm and a band gap of 6 eV. What is the mean field between the layers, and can it drive electrons across the gap?

## Hints

**Hint 1.** Average the charge density over a unit cell in the plane. Poisson's equation then contains the coordinate $z$ alone.

**Hint 2.** Neutrality relates the fields on the two sides. The absence of an applied field fixes their common value.

**Hint 3.** The dipole is the first moment of the charge density. Multiply Poisson's equation by $z$ before integrating it.

**Hint 4.** For the permittivity, ask which charges are counted in $p$. For the domains, ask which potential the conductor holds fixed.

## Full solution

### The two vacuum levels

Let $\rho(z)$ be the charge density averaged over a cell of the plane, and $V(z)$ the potential averaged in the same way. The lateral derivatives in Poisson's equation average to zero, because the potential repeats from cell to cell. What remains is

$$
\frac{d^2V}{dz^2}=-\frac{\rho(z)}{\varepsilon_0}.
$$

All charges are in $\rho$, so the constant is that of vacuum. Choose $z_L$ below and $z_R$ above the layer, where the density is negligible. Neutrality and the definition of the dipole read

$$
\int_{z_L}^{z_R}\rho\,dz=0,\qquad p=\int_{z_L}^{z_R}z\rho\,dz .
$$

Because the layer is neutral, $p$ does not depend on the origin of $z$: a shift of origin by $c$ changes the integral by $c$ times the total charge, which is zero.

The field is $E=-dV/dz$. Integrating Poisson's equation once gives

$$
E(z_R)-E(z_L)=\frac{1}{\varepsilon_0}\int_{z_L}^{z_R}\rho\,dz=0 .
$$

The fields on the two sides are equal. Their common value is the applied field, which is zero here. Each vacuum region therefore has a constant potential.

Now multiply Poisson's equation by $z$ and integrate. The left side, by parts, is

$$
\int_{z_L}^{z_R}z\frac{d^2V}{dz^2}\,dz
=\left[z\frac{dV}{dz}\right]_{z_L}^{z_R}-\int_{z_L}^{z_R}\frac{dV}{dz}\,dz
=0-\left[V(z_R)-V(z_L)\right].
$$

The bracket vanishes because the field is zero at both ends. The right side is $-p/\varepsilon_0$. With $\Delta V=V(z_R)-V(z_L)$, the two minus signs cancel:

$$
\boxed{\Delta V=\frac{p}{\varepsilon_0}}
$$

The units agree, since $(\mathrm{C/m})/(\mathrm{F/m})=\mathrm{C/F}=\mathrm{V}$. The number is

$$
\Delta V=\frac{2.000\times10^{-12}\ \mathrm{C/m}}{8.8542\times10^{-12}\ \mathrm{F/m}}=0.226\ \mathrm{V}.
$$

In Hartree atomic units $4\pi\varepsilon_0=1$, so the law becomes $\Delta V=4\pi p$. The dipole density is $6.606\times10^{-4}$ elementary charges per bohr, and the step is $8.30\times10^{-3}$ hartree per elementary charge.

The side towards which the dipole points has the higher potential. Two charged planes confirm the sign. Put $+\sigma$ at $z=d/2$ and $-\sigma$ at $z=-d/2$. The field between them points down, from positive to negative charge, with $E=-\sigma/\varepsilon_0$. The potential therefore rises by $\sigma d/\varepsilon_0$ on the way up, and $\sigma d$ is the dipole per area.

An electron has potential energy $-eV$. Its energy at rest in vacuum is thus lower by 0.226 eV on the upper side. Taking an electron from a given state of the layer to the vacuum just outside costs 0.226 eV less through the upper face than through the lower one.

### Thickness and permittivity

Neither quantity appears in the result once the total dipole $p$ is given. The derivation used only the zeroth and first moments of $\rho$, so two profiles with the same $p$ have the same step, however their charge is spread.

This was tested by solving Poisson's equation on a grid for two profiles made of Gaussian sheets. One had opposite charges at $\pm0.165$ nm. The other had charges in the ratio $1:-1.7:0.7$ at 0.30, 0.05 and $-0.25$ nm. Both were scaled to 2 pC/m, and both gave 0.2259 V.

The permittivity is absent because $\rho$ includes the charge displaced by the electronic response. Dividing by a relative permittivity would count that response twice. Variation 1 treats the case in which the response is not yet included.

The same dipole can be quoted as a volume polarization. With a nominal thickness of 0.66 nm,

$$
P=\frac{p}{0.66\ \mathrm{nm}}=0.303\ \mathrm{\mu C/cm^2}.
$$

This number depends on the thickness assigned to two atomic layers, which is a convention. The product of $P$ and that thickness is $p$ again, so the step is free of the convention.

### Opposite domains on a conductor

At distances from a domain wall much larger than the height of the reading, each domain can be treated as a wide sheet. The field above it is zero, and the layer is neutral, so the field in the narrow gap between layer and conductor is zero too. The lower side of the layer is therefore tied to the conductor. Let $V_0$ be the potential there, including any contact dipole, and assume that $V_0$ is the same under both domains. Then

$$
V_{\uparrow}=V_0+\frac{p}{\varepsilon_0},\qquad
V_{\downarrow}=V_0-\frac{p}{\varepsilon_0},
$$

$$
V_{\uparrow}-V_{\downarrow}=\frac{2p}{\varepsilon_0}=0.452\ \mathrm{V}.
$$

The contrast between domains is twice the step across one of them, because reversal changes the step from $+p/\varepsilon_0$ to $-p/\varepsilon_0$ while the lower side stays fixed. If the contact dipole changes on reversal, its change adds to this contrast.

### The field between the layers

If the whole step falls across the layer spacing, the mean field has the magnitude

$$
|E|=\frac{0.2259\ \mathrm{V}}{0.33\ \mathrm{nm}}=6.84\ \mathrm{MV/cm},
$$

and it points against the dipole. This is a large field, but it acts over a very short distance. In a picture where the step shifts the bands of the two layers rigidly, moving an electron from the valence band of the lower layer to the conduction band of the upper one costs about 0.23 eV less than the gap of the unshifted layers, and the reverse transfer costs as much more. The gap is 6 eV, about 27 times larger. The built-in field therefore cannot drive spontaneous transfer across the gap in this picture. The picture is an assumption: the step outside the bilayer does not by itself fix the potential difference between the layers, because charge distorted within each layer also contributes to $p$. The actual band offset has to come from an electronic-structure calculation or a measurement.

The charges involved are small. For a triangular lattice with constant $a=0.25$ nm, the cell area is $A=\sqrt3a^2/2=0.0541\ \mathrm{nm^2}$. The dipole per cell is $pA=6.76\times10^{-4}\ e\,\mathrm{nm}$. Divided by the layer spacing, this equals the dipole of $2.0\times10^{-3}$ elementary charges moved from one layer to the other. That is an equivalent charge: the dipole alone does not tell whether charge crosses between the layers or is distorted within each.

### Comparison with a real bilayer

The parameters are rough values in the regime of parallel-stacked bilayer hexagonal boron nitride, whose dipole density is of the order of 1 pC/m. The value of $p$ is an input here, so the step is an estimate for that regime and not a first-principles prediction. As a total, screened dipole, 2 pC/m is on the high side for this material; the step and the domain contrast are proportional to $p$, and $p=1\ \mathrm{pC/m}$ would give 0.113 V and 0.226 V. Real samples have edges, stray charge, nearby probes and atomic structure. The following estimates show how far each moves the number.

**Stray charge.** Suppose a free-standing sheet carries a net charge $\sigma$ per area. By Gauss's law and symmetry, the field it adds has magnitude $\sigma/(2\varepsilon_0)$ and points away from the sheet on both sides if $\sigma>0$. The potential in vacuum is then no longer constant. For $\sigma>0$ it falls, over a height $h$ away from the sheet, by

$$
\delta V=\frac{\sigma h}{2\varepsilon_0}.
$$

For $10^{10}$ elementary charges per $\mathrm{cm^2}$ and $h=20$ nm this is 18 mV, or 8% of the step. It affects a reading on one side. In a difference between equal heights above and below, it cancels if the charge lies in the mid-plane.

**A probe field.** A potential drop of 0.2 V across 20 nm of vacuum corresponds to a field $E_0$ of 0.1 MV/cm. If the layer lies between two electrodes, this drop is not set by the applied bias alone, because the layer's own step also contributes to the field in the gap. With $E_0$ along $+z$ on both sides, the bracket in the integration by parts no longer vanishes, and the same steps give

$$
V(z_R)-V(z_L)=\frac{p_{\mathrm{tot}}}{\varepsilon_0}-E_0(z_R-z_L).
$$

The last term is the ordinary ramp in vacuum. The jump relative to this ramp is still the total dipole over $\varepsilon_0$, but that dipole now has an induced part. Model the bilayer as a slab of thickness $t=0.66$ nm and relative permittivity $\varepsilon_r=3$. The field inside is $E_0/\varepsilon_r$, so the induced dipole per area is $\varepsilon_0(\varepsilon_r-1)E_0t/\varepsilon_r$. The change of the jump is

$$
E_0t\left(1-\frac1{\varepsilon_r}\right)=4.4\ \mathrm{mV},
$$

about 2% of the step. It is positive for a field along the dipole and negative for the opposite field.

**Atomic ripple.** The planar average hides the variation from atom to atom. In vacuum, a component of the potential with in-plane wavevector $\mathbf G$ obeys $d^2V_G/dz^2=G^2V_G$, so it decays as $e^{-Gz}$. The shortest reciprocal vector is $G=4\pi/(\sqrt3a)=29.0\ \mathrm{nm^{-1}}$, and there are six of this length.

A plane with charge component $\sigma_G$ produces $V_G=\sigma_Ge^{-Gz}/(2\varepsilon_0G)$ above it, since the slope of $V_G$ must jump by $-\sigma_G/\varepsilon_0$ at the plane. Consider one honeycomb layer of point ions with charges $\pm e$, and look above a positive ion. The positive ions contribute $e/A$ to each component. The negative ions, displaced by one third of the long cell diagonal, contribute a further half of this, because the cosine of their phase is $-1/2$ for all six shortest vectors. The leading ripple is therefore

$$
V_{\mathrm{ripple}}\simeq6\cdot\frac32\cdot\frac{e}{2\varepsilon_0AG}\,e^{-Gz}.
$$

At 0.5 nm above the plane this is 26 µV, which is negligible beside the step. The ionic charge of $1\,e$ is an illustrative choice; the ripple is proportional to it.

**Mobile carriers.** If the other electrons did not respond, moving a density $p/(ed)=3.8\times10^{12}\ \mathrm{cm^{-2}}$ of carriers across the spacing $d=0.33$ nm would cancel the dipole. Their response weakens the dipole of the moved carriers, so more are needed. In the uniform slab model with $\varepsilon_r=3$ the density is three times larger, about $1.1\times10^{13}\ \mathrm{cm^{-2}}$. Thermal excitation across a 6 eV gap at 300 K carries the factor $e^{-E_g/(2k_BT)}=4\times10^{-51}$, so intrinsic carriers are negligible. Doping, illumination, charged defects and adsorbates are not covered by this estimate, and they can supply screening charge.

## Variation 1: the dipole before the electrons respond

*A bare dipole density $p_0=6\ \mathrm{pC/m}$ is embedded in a uniform slab with $\varepsilon_r=3$. All the bare charge lies inside the slab. Find the step.*

Let $\rho_0$ be the bare charge density and $D$ the displacement field. Then $dD/dz=\rho_0$, and $D=0$ outside, because the bare charge is neutral and no field is applied. Integration by parts gives

$$
\int D\,dz=[zD]-\int z\frac{dD}{dz}\,dz=-\int z\rho_0\,dz=-p_0 .
$$

Wherever $D$ is nonzero, $E=D/(\varepsilon_0\varepsilon_r)$. Hence

$$
\Delta V=-\int E\,dz=\frac{p_0}{\varepsilon_0\varepsilon_r}=0.226\ \mathrm{V}.
$$

To see that this agrees with the main result, add the induced dipole. The induced polarization is $\varepsilon_0(\varepsilon_r-1)E$, so

$$
p_{\mathrm{ind}}=\varepsilon_0(\varepsilon_r-1)\int E\,dz
=-\frac{\varepsilon_r-1}{\varepsilon_r}\,p_0=-4\ \mathrm{pC/m}.
$$

It opposes the bare dipole. The total is $p=p_0+p_{\mathrm{ind}}=p_0/\varepsilon_r=2\ \mathrm{pC/m}$, and $p/\varepsilon_0$ is again 0.226 V. Dividing this total by $\varepsilon_r$ once more would give 0.075 V, which is wrong by a factor of three.

For $\varepsilon_r\to1$ the bare and total dipoles coincide. For $\varepsilon_r\to\infty$ at fixed $p_0$ the step vanishes. A uniform permittivity is itself a rough model for two atomic layers; the relation between the total dipole and the step does not rely on it.

## Variation 2: a flake of finite size

*A free-standing circular flake has radius $R=500$ nm and $p=2\ \mathrm{pC/m}$. The potential is read on its axis at $h=20$ nm above and below the mid-plane. What difference is found?*

The layer is much thinner than $h$, so treat it as a sheet of point dipoles. A ring of radius $r$ and width $dr$ carries the dipole $2\pi rp\,dr$. Each dipole $m$ contributes $mh/[4\pi\varepsilon_0(r^2+h^2)^{3/2}]$ at height $h$. With zero potential at infinity,

$$
V(h)=\frac{ph}{2\varepsilon_0}\int_0^R\frac{r\,dr}{(r^2+h^2)^{3/2}}
=\frac{p}{2\varepsilon_0}\left[1-\frac{h}{\sqrt{R^2+h^2}}\right].
$$

The potential at $-h$ has the opposite sign. The difference is

$$
V(h)-V(-h)=\frac{p}{\varepsilon_0}\left[1-\frac{h}{\sqrt{R^2+h^2}}\right]=0.217\ \mathrm{V},
$$

which is 4.0% below the step of the infinite sheet. For $h\ll R$ the relative reduction is $h/R$ to leading order. For $h\gg R$ the bracket tends to $R^2/(2h^2)$, and the flake acts as a point dipole $\pi R^2p$. The potential at any fixed $R$ thus returns to zero far away; a nearly flat vacuum level requires heights small compared with both the lateral size and the distance to the edge.

The formula also gives the contrast of free-standing domains. For $h\ll R$, the potential above the sheet is $p/(2\varepsilon_0)=0.113$ V. Reversing a wide disc inside a much wider sheet adds a disc of dipole density $-2p$, which changes the potential above its centre by $-p/\varepsilon_0$. The contrast read from above is then 0.226 V, half of its value on the grounded conductor. A free-standing layer shares the reversal between its two sides, whereas the conductor holds one side fixed.

The computed values are collected in the numerical output below.

## Computed values

```
areal dipole p = 2.000 pC/m
vacuum permittivity = 8.8542 pF/m
potential step p/eps0 = 0.2259 V
step, Poisson solver, two-sheet profile = 0.2259 V
step, Poisson solver, three-sheet profile = 0.2259 V
areal dipole in atomic units = 6.6057e-04 e/bohr
step in atomic units 4 pi p = 8.3010e-03 hartree
one-sided potential p/(2 eps0) = 0.1129 V
opposite-domain contrast on conductor = 0.4518 V
relative permittivity (rough) = 3.0
bare dipole in slab test = 6.000 pC/m
induced dipole in slab test = -4.000 pC/m
total dipole in slab test = 2.000 pC/m
step in slab test = 0.2259 V
wrong step, screening counted twice = 0.0753 V
lattice constant (rough) = 0.25 nm
cell area = 0.0541 nm^2
layer spacing (rough) = 0.33 nm
electrical thickness (rough) = 0.66 nm
dipole per cell = 6.757e-04 e nm
equivalent charge transfer per cell = 2.047e-03 e
volume polarization = 0.303 uC/cm2
mean interlayer field = 6.84 MV/cm
band gap (rough) = 6.0 eV
gap divided by e times step = 26.6
flake radius = 500 nm
probe height = 20 nm
step read across finite flake = 0.2169 V
finite-flake reduction = 4.00 percent
shortest reciprocal vector = 29.02 1/nm
height for ripple estimate = 0.50 nm
ripple from dipole lattice = 0.338 uV
ripple from in-plane ions of charge 1 e = 25.87 uV
stray charge density = 1.0e+10 e/cm2
stray-charge tilt over probe height = 18.10 mV
probe bias = 0.20 V
probe field = 0.100 MV/cm
probe-induced change of step = 4.40 mV
carrier density to cancel dipole = 3.78e+12 1/cm2
temperature = 300 K
thermal carrier factor exp(-gap/2kT) = 4.0e-51
```
